# Branch-point decay of density matrices and Wannier functions in one dimension

## 1. Definitions and conventions

The algebra uses atomic units. Independent electrons at zero temperature move in a real potential of period \(a\),

\[
H=-\tfrac12\frac{d^2}{dx^2}+V(x),\qquad V(x+a)=V(x).
\]

The lowest band is filled and a gap separates it from the next. Bloch functions obey \(\psi_k(x+Na)=e^{ikNa}\psi_k(x)\), are periodic in \(k\) with period \(2\pi/a\), and satisfy \(\int_{\rm cell}|\psi_k|^2dx=1\). Per spin, the density matrix and the Wannier function are

\[
P(x,x')=\frac{a}{2\pi}\int_{0}^{2\pi/a}\psi_k(x)\psi_k^*(x')\,dk,\qquad
w(x)=\frac{a}{2\pi}\int_{0}^{2\pi/a}\psi_k(x)\,dk .
\]

Since \(V\) is real, phases can be chosen so that \(\psi_k^*=\psi_{-k}\) on the real axis. The product \(\rho_k(x,x')=\psi_k(x)\psi_{-k}(x')\) contains no complex conjugation and can be continued to complex \(k\).

Displacing \(x\) by \(X=Na\) multiplies both integrands by \(e^{ikX}\). The decay is therefore set by the singularity nearest the real \(k\) axis: its height gives the exponential, its type the power.

## 2. The simple case: two plane waves

Take \(V=-2U\cos(2\pi x/a)\) with small \(U>0\), so that there is a well at \(x=0\). Write \(p=\pi/a\) and \(k=p+iq\). Near the zone edge, keep the waves with wave numbers \(p+iq\) and \(-p+iq\). Their kinetic energies are \((p^2-q^2)/2\pm ipq\), and \(V\) couples them by \(-U\). Measured from \((p^2-q^2)/2\), the Hamiltonian is

\[
M=\begin{pmatrix} ipq&-U\\-U&-ipq\end{pmatrix},\qquad M^2=(U^2-p^2q^2)\,\mathbb 1,\qquad e=\pm\sqrt{U^2-p^2q^2}.
\]

For real \(k=p+\delta\), \(q=-i\delta\) and \(e=\pm\sqrt{U^2+p^2\delta^2}\), the usual gap \(2U\). For real \(q\) the bands approach each other and merge at

\[
q=\kappa_0=U/p .
\]

The eigenvector \((c_1,c_2)\) is normalized by \(c_1^2+c_2^2=1\), without conjugation, because \(\psi_{-k}\) continues \(\psi_k^*\). Its projector is \(cc^T=\tfrac12(1+M/e)\), so \(2c_1c_2=-U/e\). In the lower band \(e=-\sqrt{U^2-p^2q^2}\), hence

\[
\psi_k(0)^2=\frac{(c_1+c_2)^2}{a}=\frac1a\left(1-\frac Ue\right)=\frac1a\left[1+\frac{1}{\sqrt{1-q^2/\kappa_0^2}}\right].
\]

With \(t=\kappa_0-q\), \(1-q^2/\kappa_0^2\approx 2t/\kappa_0\), and therefore

\[
\psi_k(0)^2\approx\frac1a\sqrt{\frac{\kappa_0}{2t}}\left(1+\sqrt{\frac{2t}{\kappa_0}}\right).
\]

The energy has a square-root branch point. The normalized product diverges there as \(t^{-1/2}\), and one normalized Bloch function as \(t^{-1/4}\).

## 3. From singularity to power law

Let \(k_0=\pi/a+i\kappa_0\) and \(t=i(k-k_0)\), which agrees with the \(t\) above. Consider a term \(t^{-\alpha}\), \(\alpha<1\), in an integrand with factor \(e^{ikX}\). Raise the path from the real axis to a fixed height above \(\kappa_0\). The vertical sides at \(k=0\) and \(2\pi/a\) cancel by periodicity, and the raised part is exponentially smaller than \(e^{-\kappa_0X}\). What remains runs down the left side of a cut above \(k_0\) and up its right side.

On the cut \(k=k_0+is\), \(s>0\). On the left \(t=-s-i0\), so \(t^{-\alpha}=s^{-\alpha}e^{i\pi\alpha}\); on the right the phase is \(e^{-i\pi\alpha}\). With \(dk=i\,ds\),

\[
\int t^{-\alpha}e^{ikX}dk\simeq e^{ik_0X}\,i\,(e^{-i\pi\alpha}-e^{i\pi\alpha})\int_0^\infty s^{-\alpha}e^{-sX}ds
\]
\[
=e^{ik_0X}\,2\sin(\pi\alpha)\,\Gamma(1-\alpha)X^{\alpha-1}
=(-1)^Ne^{-\kappa_0X}\,\frac{2\pi X^{\alpha-1}}{\Gamma(\alpha)} .
\]

The last form uses \(\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha\). As a limit, \(\alpha=0\) gives zero, as it must for an analytic term.

Applied to the two-wave results with \(\alpha=\tfrac12\) and \(\alpha=\tfrac14\), this gives

\[
P(Na,0)\approx(-1)^N\sqrt{\frac{\kappa_0}{2\pi X}}\,e^{-\kappa_0X},\qquad
w(Na)\approx(-1)^N\frac{\sqrt a\,(\kappa_0/2)^{1/4}}{\Gamma(1/4)}\,\frac{e^{-\kappa_0X}}{X^{3/4}} .
\]

Both need \(\kappa_0X\gg1\). As \(U\to0\) the gap closes, \(\kappa_0\to0\), and this regime moves to infinite distance.

## 4. The branch point for a general potential

For energy \(E\) off the bands let \(\psi_\pm\) be the solutions with \(\psi_\pm(x+a)=e^{\pm ika}\psi_\pm(x)\), \({\rm Im}\,k>0\). Define \(G=1/(E-H)\). The equation \((E-H)G=\delta(x-x')\) requires a jump of 2 in \(\partial_xG\), so for \(x\ge x'\)

\[
G(x,x';E)=\frac{2\psi_+(x)\psi_-(x')}{W},\qquad W=\psi_-\psi_+'-\psi_-'\psi_+ .
\]

The normalization of Bloch functions follows from \(\int_{\rm cell}G(x,x)dx\). Let a dot denote \(\partial_E\). Differentiating \((H-E)\psi_+=0\) gives \((H-E)\dot\psi_+=\psi_+\), and

\[
\psi_-\psi_+=\psi_-(H-E)\dot\psi_+-\dot\psi_+(H-E)\psi_-=-\tfrac12\frac{d}{dx}\left(\psi_-\dot\psi_+'-\psi_-'\dot\psi_+\right).
\]

With \(\lambda=e^{ika}\), \(\dot\psi_+(x+a)=\lambda\dot\psi_+(x)+\dot\lambda\psi_+(x)\), while \(\psi_-(x+a)=\lambda^{-1}\psi_-(x)\). Over one cell the bracket thus grows by \((\dot\lambda/\lambda)W=ia\dot kW\). Hence \(\int_{\rm cell}\psi_+\psi_-dx=-\tfrac12ia\dot kW\), and

\[
g(E)\equiv\int_{\rm cell}G(x,x;E)\,dx=-ia\,\frac{dk}{dE}.
\]

For free electrons \(k=\sqrt{2E}\), \(W=2ik\), \(G(x,x)=-i/k\) and \(dk/dE=1/k\), in agreement.

The spectral form of \(G\) gives \(g=\sum_n\frac{a}{2\pi}\int dk'/(E-E_{nk'})\). In the first gap \(k=\pi/a+i\kappa(E)\), so \(\kappa'=g/a\) and

\[
\kappa''=-\frac1{2\pi}\sum_n\int\frac{dk'}{(E-E_{nk'})^2}<0 .
\]

Since \(\kappa\) vanishes at both gap edges, it has one maximum \(\kappa_0\), at an energy \(E_0\). Put \(B=-\kappa''(E_0)>0\) and \(\varepsilon=E-E_0\). Then \(k-k_0=-\tfrac i2B\varepsilon^2\) to leading order, or

\[
t=\tfrac12B\varepsilon^2,\qquad \varepsilon=\mp\sqrt{2t/B},
\]

with the upper sign for the lower band. In the two-wave limit \(\kappa=\sqrt{U^2-e^2}/p\), so \(B=\kappa_0/U^2\).

No other singularity of the lower band is as near. As \(E\) rises along the real axis, \({\rm Re}\,k\) goes from 0 to \(\pi/a\) in the band and stays there in the gap. The half-strip of complex \(k\) above this band is thus the image of nonreal energies. A singularity of \(E(k)\) needs \(dk/dE=0\), that is \(g=0\), but \({\rm Im}\,g\ne0\) at nonreal \(E\). Below the band all terms of \(g\) are negative. The other half-strip follows by time reversal.

## 5. Density matrix: the branch point as a saddle

A counterclockwise contour around the filled band gives \(P=\frac1{2\pi i}\oint G\,dE\). For \(x>x'\), \(G\) decays exponentially towards large \(|E|\) on the left, so the contour opens into an upward vertical line through \(E_0\). With \(dE=i\,d\eta\),

\[
P(x+X,x')=\frac1{2\pi}\int_{-\infty}^{\infty}G(x,x';E_0+i\eta)\,e^{ik(E_0+i\eta)X}d\eta .
\]

For \(\eta>0\), using \({\rm Im}\,k={\rm Re}(-ik)\) and \(d(-ik)/dE=g/a\),

\[
\frac{\partial\,{\rm Im}\,k}{\partial\eta}=-\frac{{\rm Im}\,g}{a}=\frac1{2\pi}\sum_n\int\frac{\eta\,dk'}{|E-E_{nk'}|^2}>0 .
\]

The exponential is therefore largest at \(\eta=0\). The point where \(E(k)\) branches is the point where \(k(E)\) is stationary. There \(\varepsilon=i\eta\) and \(ikX=ik_0X-\tfrac12B\eta^2X\), and the Gaussian integral \(\sqrt{2\pi/(BX)}\) yields

\[
\boxed{P(x+X,x')\approx(-1)^N\frac{G(x,x';E_0)}{\sqrt{2\pi BX}}\,e^{-\kappa_0X}}
\]

for \(x\ge x'\) in one cell. The two-wave result of section 3 is recovered if \(G(0,0;E_0)=\sqrt{B\kappa_0}=\kappa_0/U\); section 6 confirms this value.

## 6. Wannier function with inversion symmetry

\(\rho_k\) is proportional to \(\psi_+(x)\psi_-(x')\) and has unit cell integral, so it is \(G\) divided by \(g\):

\[
\rho_k(x,x')=\frac{G(x,x';E)}{-ia\,dk/dE}\approx\frac{G(x,x';E_0)}{-aB\varepsilon}=\frac{G(x,x';E_0)}{a\sqrt{2Bt}} .
\]

Here \(dk/dE=-iB\varepsilon\) and \(\varepsilon=-\sqrt{2t/B}\). Comparison with the leading term of section 2 gives \(G(0,0;E_0)=\sqrt{B\kappa_0}\). Inserting \(\alpha=\tfrac12\) in section 3 reproduces the boxed formula by a second route.

The normalization can be checked on real \(k\). Let \(M_{12}\) be the value at \(x=a\) of the solution with value 0 and slope 1 at \(x=0\), and let \(\Delta=2\cos ka\) be the trace of the cell's transfer matrix. With \(\psi_\pm(0)=1\), propagation over a cell gives \(W=\psi_+'(0)-\psi_-'(0)=2i\sin(ka)/M_{12}\). Since \(d\Delta/dE=-2a\sin(ka)\,dk/dE\),

\[
\rho_k(0,0)=\frac{M_{12}}{a\sin(ka)\,dk/dE}=-\frac{2M_{12}}{d\Delta/dE}.
\]

For the example of section 9, at \(k=0.3\times2\pi/a\), this and plane-wave diagonalization both give 0.479031 Å⁻¹.

The phase of \(\psi_k\) must now be fixed. Write \(\psi_k=e^{ikx}u_k\) and \(A=i\langle u_k|\partial_ku_k\rangle\). A phase change \(e^{i\varphi(k)}\) turns \(A\) into \(A-\varphi'\). The spread \(\langle x^2\rangle-\langle x\rangle^2\) is the zone average of \(\langle\partial_ku|\partial_ku\rangle\) minus \(\bar A^2\). The part of \(\partial_ku\) orthogonal to \(u\) is gauge independent, so the gauge-dependent part is \(\overline{A^2}-\bar A^2\), which is least when \(A\) is constant.

Let \(V\) be even about a well at 0, with the lower band even about 0 at both \(k=0\) and \(k=\pi/a\). Choosing \(\psi_k(0)>0\) makes all plane-wave coefficients real. Then \(A=0\), and the function is maximally localized. In this gauge \(\psi_k(0)=\psi_{-k}(0)\), so

\[
\psi_k(x)=\frac{\rho_k(x,0)}{\sqrt{\rho_k(0,0)}}\approx\frac{G(x,0;E_0)}{\sqrt{G(0,0;E_0)}}\,\frac{t^{-1/4}}{\sqrt a\,(2B)^{1/4}} .
\]

A zero of \(\rho_k(0,0)\) could add a singularity. It requires a Bloch solution vanishing at 0 and \(a\), which has real energy. For even \(V\) such a solution is odd; reflection exchanges \(\lambda\) and \(1/\lambda\), so \(\lambda=\pm1\) and the energy is a band edge. The edges of the lower band are even by assumption, so no such zero is met. With \(\alpha=\tfrac14\),

\[
\boxed{w(x+X)\approx(-1)^N\frac{\sqrt a\,G(x,0;E_0)}{\sqrt{G(0,0;E_0)}\,(2B)^{1/4}\,\Gamma(1/4)}\,\frac{e^{-\kappa_0X}}{X^{3/4}}}
\]

## 7. Corrections, and the nodes

\(\rho_k\) is a series in \(t^{1/2}\) starting at \(t^{-1/2}\). The \(t^0\) term contributes nothing, so the first correction to \(P\) is of relative order \(1/X\). At \(x=x'=0\) in the two-wave model, \((1-q^2/\kappa_0^2)^{-1/2}\approx\sqrt{\kappa_0/2t}\,(1+t/4\kappa_0)\), and section 3 turns this into the factor

\[
1+\frac{\Gamma(1/2)}{\Gamma(-1/2)}\frac{1}{4\kappa_0X}=1-\frac1{8\kappa_0X}.
\]

The Wannier function is less fortunate. The square root of the result in section 2 contains \(t^{-1/4}(1+\sqrt{t/2\kappa_0})\), and the \(t^{1/4}\) term does contribute. At \(x=0\) its relative size is

\[
\frac{\Gamma(1/4)}{\Gamma(-1/4)}\frac1{\sqrt{2\kappa_0X}}=-\frac{0.523}{\sqrt{\kappa_0X}} .
\]

This coefficient depends on the position in the cell. At \(x=a/2\), apart from a smooth factor \(e^{-qa}\), \((c_1+c_2)^2\) is replaced by \(-(c_1-c_2)^2=(1-q^2/\kappa_0^2)^{-1/2}-1\), and the correction has the opposite sign.

The evanescent state changes sign from one cell to the next, so it has a node in the cell. In the two-wave model at \(e=0\), \(c_2=ic_1\), and the state is proportional to \(e^{-\kappa_0x}\cos(px-\pi/4)\), with a node at \(x=3a/4\). At a node \(G(x,0;E_0)=0\) and \(G\propto\varepsilon\) nearby. The first contributing term of \(\rho_k(x,0)\) is then \(t^{1/2}\), giving \(X^{-3/2}\) for \(P\). For \(w\) the leading term is \(t^{-1/4}t^{1/2}=t^{1/4}\), giving \(X^{-5/4}\). The powers \(-1/2\) and \(-3/4\) thus hold at fixed positions away from nodes.

## 8. Without inversion symmetry

Now \(A\) is not zero in general, and its continuation might have a pole at \(k_0\) that would change the exponent. Let \(u\) and \(v\) be right and left eigenvectors of the Bloch Hamiltonian \(H_k\), the left one being the continuation of \(u^*\). For any smooth choice, normalizing by \(\langle v|u\rangle\) gives

\[
A=\frac i2\,\frac{\langle v|\partial_ku\rangle-\langle\partial_kv|u\rangle}{\langle v|u\rangle}.
\]

Set \(s=\sqrt t\) and expand \(u=u_0+su_1+\dots\), \(v=v_0+sv_1+\dots\), \(E=E_0+sE_1+\dots\), with \(E_1\neq0\). As \(k-k_0=-is^2\), \(H_k\) is unchanged at order \(s\). Therefore

\[
(H_{k_0}-E_0)u_1=E_1u_0,\qquad \langle v_1|(H_{k_0}-E_0)=E_1\langle v_0| .
\]

Projecting the first equation on \(v_0\) gives \(\langle v_0|u_0\rangle=0\). Evaluating \(\langle v_1|(H_{k_0}-E_0)|u_1\rangle\) both ways gives \(\langle v_1|u_0\rangle=\langle v_0|u_1\rangle\). So \(\langle v|u\rangle\approx2s\langle v_0|u_1\rangle\). Here \(\partial_k=i\partial_t\) and \(\partial_t=(2s)^{-1}\partial_s\). The ratios \(\langle v|\partial_tu\rangle/\langle v|u\rangle\) and \(\langle\partial_tv|u\rangle/\langle v|u\rangle\) each behave as \(1/4t\), but \(A\) contains only their difference, which cancels at this order. What is left is at most \(A\sim t^{-1/2}\), whose integral is finite. The phase that makes \(A\) constant on the real axis, \(\varphi'=A-\bar A\), is thus finite at \(k_0\), and \(\psi_k\sim t^{-1/4}\) survives.

A test adds \(2S\sin(4\pi x/a)\), \(S=1.5\) eV, to the potential of section 9. The lowest band of this potential is only weakly asymmetric. With \(u\) and \(v\) normalized to unit coefficient on the wave \(p+iq\), at \(t=10^{-4}\kappa_0\), \(4t\) times the first ratio has modulus 1.0001, while \(2t\) times the difference of the two is 0.0000 to the printed digits. These digits depend on the normalization: in general the limits 1 and 0 are approached only as \(\sqrt{t/\kappa_0}\). The maximally localized function, built on real \(k\), has a fitted power of \(-0.752\) over 16 to 80 cells.

The gauge condition matters: a phase \(e^{i\varphi(k)}\) smooth on the real axis but singular below \(\kappa_0\) in the complex plane can make \(w\) decay more slowly. \(P\) is unaffected by it.

## 9. A worked chain

Take \(a=2.5\) Å and \(U=0.75\) eV. The computed gap is 1.500 eV and \(E_0\) lies 0.023 eV below its middle. The branch point has \(\kappa_0=0.0783\) Å⁻¹ \(=0.0414\) bohr⁻¹; the two-wave value is also 0.0783 Å⁻¹. The decay length is 12.8 Å, about five cells.

The computed \(B=0.1392\) eV⁻²Å⁻¹ compares with \(\kappa_0/U^2=0.07827/0.5625=0.1391\). The amplitude \(G(0,0;E_0)=0.1075\) eV⁻¹Å⁻¹ is 3% above \(\kappa_0/U=0.1044\). First-order mixing of the waves \(\pm3p\) explains this: it multiplies \(\psi(0)\) by \(1+U/4p^2\). With \(p^2/2\approx E_0=5.98\) eV, \(U/4p^2\approx0.75/47.8=0.016\), or 3% in the square.

At 80 cells, \(X=200\) Å, \(\kappa_0X=15.65\) and \(e^{-\kappa_0X}=1.59\times10^{-7}\). Then

\[
P\approx\frac{0.1075}{\sqrt{2\pi(0.1392)(200)}}\,(1.59\times10^{-7})=1.29\times10^{-9}\ \text{Å}^{-1},
\]
\[
w\approx\frac{\sqrt{2.5}\,\sqrt{0.1075}}{(0.2784)^{1/4}(3.626)}\,(200)^{-3/4}(1.59\times10^{-7})=5.89\times10^{-10}\ \text{Å}^{-1/2}.
\]

Direct Bloch sums give 0.992 and 0.875 times these values. The corrections of section 7 predict \(1-1/(8\times15.65)=0.992\) and \(1-0.523/\sqrt{15.65}=0.868\). Even at 500 cells \(w(Na)\) is 5% below its leading tail, whereas \(P(Na,0)\) is within 0.13%. A power read from \(w\) at moderate distance without this correction would therefore be biased.

Fits over 60 to 500 cells that include the corrections, with \(\kappa_0\) held at its computed value, give powers \(-0.500\) for \(P\) and \(-0.750\) for \(w\). At the node, found at 1.89 Å against \(3a/4=1.88\) Å, they give \(-1.500\) and \(-1.250\).

The cell length and the gap are close to those of trans-polyacetylene, about 2.5 Å and 1.5 eV, but the cosine is not its atomic potential and the decay length should not be carried over. By section 2, \(\kappa_0\) is half the gap divided by the band velocity, which is here the free-electron value \(p\). In a simple model of the π electrons, with a mean hopping of about 2.5 eV and the same gap, the velocity is about a third lower and the decay length is near 8 Å instead of 12.8 Å. Real chains break the assumption of a fixed, perfectly periodic one-electron potential: lattice fluctuations, coupling between chains and electron interaction all alter the gap. As a rough scale, changing \(U\) by \(-20\%\) or \(+20\%\) at fixed \(a\) multiplies the exponential factor at 50 Å by 2.19 or 0.46. This outweighs the 2.9% correction to \(P\) at that distance.

Temperature replaces the vertical integral by a sum. The Fermi function has poles at \(\mu+i\omega_n\), \(\omega_n=(2n+1)\pi k_BT\), with residue \(-k_BT\), so moving the contour from the spectrum onto them gives \(P=k_BT\sum_nG(\mu+i\omega_n)\). As \(T\to0\) the spacing \(2\pi k_BT\) closes and section 5 returns. With \(\mu=E_0\) and \(X=200\) Å, the relative change of \(P\) is about \(10^{-7}\) at 300 K and \(-20\%\) at 1000 K in this rigid model. These values depend on \(\mu\): the chemical potential that keeps the filling fixed lies near the middle of the gap, slightly above \(E_0\), and gives somewhat smaller changes. The Gaussian of section 5 has a width of order \((BX)^{-1/2}\) in \(\eta\), which shrinks with distance while the spacing of the poles stays fixed, so the sum eventually departs from the integral. At fixed temperature the zero-temperature power law thus has an upper limit in distance as well as the lower limit \(\kappa_0X\gg1\). The full values are in the numerical output.

## Computed results

```
period a = 2.50 angstrom
potential coefficient U = 0.75 eV
lower gap edge = 5.2550 eV
upper gap edge = 6.7546 eV
gap = 1.4996 eV
branch energy E0 = 5.9815 eV
E0 minus midgap = -0.0233 eV
kappa0 = 0.07827 1/angstrom = 0.04142 1/bohr
two-wave estimate of kappa0 = 0.07832 1/angstrom
decay length 1/kappa0 = 12.78 angstrom
kappa0*a = 0.19567 (no unit)
curvature B = 0.13921 1/(eV^2 angstrom)
G(0,0;E0) = 0.10749 1/(eV angstrom)
node of evanescent state = 1.8874 angstrom
|psi_k(0)|^2 at k=0.3*2pi/a: diagonalization 0.479031, formula 0.479031 1/angstrom
P(Na,0) in 1/angstrom: N, x in angstrom, Bloch sum, tail, ratio
   10   25.0 3.07995e-03 3.24861e-03 0.9481
   20   50.0 3.15376e-04 3.24639e-04 0.9715
   40  100.0 4.51565e-06 4.58482e-06 0.9849
   80  200.0 1.28318e-09 1.29325e-09 0.9922
w(Na) in angstrom^-1/2: N, x in angstrom, Bloch sum, tail, ratio
   10   25.0 1.71749e-03 2.48808e-03 0.6903
   20   50.0 1.60271e-04 2.09079e-04 0.7666
   40  100.0 2.05532e-06 2.48299e-06 0.8278
   80  200.0 5.15197e-10 5.88946e-10 0.8748
P(20a,0) from energy integral = 3.15376e-04 1/angstrom
ratio to tail at N=500: P 0.99872, w 0.94810
ratio extrapolated to infinite N: P 1.00000, w 1.00000
same at x=a/2 in the cell: P 1.00001, w 1.00001
fitted power, N=60 to 500: P 0.5000, w 0.7501
fitted power at the node: P 1.5000, w 1.2499
w correction times sqrt(kappa0 x): fit -0.5235, two-wave formula -0.5230
no inversion: added coefficient S = 1.50 eV
no inversion: kappa0 = 0.07865 1/angstrom
no inversion: fitted Wannier power, N=16 to 80 = 0.752
Berry pole test at t=1e-4 kappa0: one-sided 1.0001, antisymmetric 0.0000
kappa0 for 0.8 U = 0.06263 1/angstrom
kappa0 for 1.2 U = 0.09389 1/angstrom
exponential factor at 50 angstrom relative to U: 0.8 U 2.186, 1.2 U 0.458
size of relative change of P(80a,0) at 300 K = 8.1e-08
relative change of P(80a,0) at 1000 K = -0.1982
```
